# Cubic-cost GW from the space and imaginary-time product of Green's functions

**The situation.** An electron added to a molecule or an insulating solid polarizes the electrons already there, and the polarization shifts its energy. The GW approximation computes this shift from the independent-particle polarizability $P$, which sums over every promotion of an electron from an occupied orbital $i$ to an empty orbital $a$. The number of pairs $(i,a)$ grows as the square of the system size, and each pair contributes to the response between every two points of space, whose number also grows as the square. Evaluated this way, $P$ costs the fourth power of the size. The electron in $a$ and the hole in $i$, however, do not interact inside $P$. A representation in which their independent motions appear as separate factors has no need of the pair sum, and real space with imaginary time is such a representation.

**Conventions.** Atomic units are used in the algebra. The reference is a closed-shell mean-field determinant $|0\rangle$ at zero temperature, with $N_o$ doubly occupied orbitals $\phi_i$, $N_v$ empty orbitals $\phi_a$ and energies $\xi_n=\varepsilon_n-\mu$. The gap is $\Delta_{\min}>0$ and $\mu$ lies at its middle, so $|\xi_n|\ge\Delta_{\min}/2$. Pair energies are $\Delta_{ia}=\xi_a-\xi_i$. Space is a set of $N_r$ grid points or orthonormal sites $r$, with quadrature weights absorbed so that $\sum_r\phi_m^*(r)\phi_n(r)=\delta_{mn}$. The essential assumption is that the density is diagonal in $r$, $\hat n(r)=\sum_\sigma\hat\psi_\sigma^\dagger(r)\hat\psi_\sigma(r)$, and that the interaction $v(r,r')$ couples these densities. For cost counting, $N_r$, $N_o$ and $N_v$ are all proportional to one size $N$.

**Green's function.** Let $\hat K=\hat H_0-\mu\hat N$ and $\hat\psi(r,\tau)=e^{\hat K\tau}\hat\psi(r)e^{-\hat K\tau}=\sum_n\phi_n(r)e^{-\xi_n\tau}\hat c_n$. For one spin, $G(r,r',\tau)=-\langle T\hat\psi(r,\tau)\hat\psi^\dagger(r',0)\rangle$. For $\tau>0$ the average is $\langle\hat c_n\hat c_m^\dagger\rangle$, which is $\delta_{nm}$ for empty orbitals and zero otherwise. For $\tau<0$ the ordering $T$ exchanges the two fermion operators at the price of a sign, and $\langle\hat c_m^\dagger\hat c_n\rangle$ selects occupied orbitals:

$$G(r,r',\tau)=\begin{cases}-\sum_a\phi_a(r)\phi_a^*(r')\,e^{-\xi_a\tau}, & \tau>0,\\ +\sum_i\phi_i(r)\phi_i^*(r')\,e^{-\xi_i\tau}, & \tau<0.\end{cases}\tag{1}$$

Since $\xi_a>0$ and $\xi_i<0$, both branches decay as $|\tau|$ grows. Transforms are defined by $F(i\omega)=\int_{-\infty}^\infty e^{i\omega\tau}F(\tau)\,d\tau$.

**The product form.** The polarizability of the reference is $P(r,r',\tau)=-\langle T\,\delta\hat n(r,\tau)\,\delta\hat n(r',0)\rangle$ with $\delta\hat n=\hat n-\langle\hat n\rangle$. In $\hat n(r')=\sum_{mn\sigma}\phi_m^*(r')\phi_n(r')\hat c^\dagger_{m\sigma}\hat c_{n\sigma}$ acting on $|0\rangle$, orbital $n$ must be occupied, and $m$ must be either $n$ itself, which gives the average and is subtracted, or empty. Hence $\delta\hat n(r')|0\rangle=\sum_{ia\sigma}\phi_a^*(r')\phi_i(r')\,\hat c_{a\sigma}^\dagger\hat c_{i\sigma}|0\rangle$. These states are orthonormal eigenstates of $\hat K$ at excitation energy $\Delta_{ia}$, and the two spins give a factor 2. For $\tau>0$,

$$P(r,r',\tau)=-2\sum_{ia}\phi_i^*(r)\phi_a(r)\,\phi_a^*(r')\phi_i(r')\,e^{-\Delta_{ia}\tau}.\tag{2}$$

Because $e^{-\Delta_{ia}\tau}=e^{-\xi_a\tau}e^{+\xi_i\tau}$, and because at fixed $r,r'$ the orbital factor is a number depending on $a$ times a number depending on $i$, the double sum is a product of single sums:

$$P=2\Big[-\sum_a\phi_a(r)\phi_a^*(r')e^{-\xi_a\tau}\Big]\Big[\sum_i\phi_i(r')\phi_i^*(r)e^{+\xi_i\tau}\Big].$$

By (1), the first bracket is $G(r,r',\tau)$ and the second is $G(r',r,-\tau)$:

$$P(r,r',\tau)=2\,G(r,r',\tau)\,G(r',r,-\tau).\tag{3}$$

The electron travels from $r'$ to $r$ and the hole closes the loop. Density operators commute under $T$, so $P(r,r',-\tau)=P(r',r,\tau)$; the right side of (3) has the same symmetry, so (3) holds for both signs of $\tau$. The reversed order of the points in the second factor matters for complex orbitals, where $G$ is Hermitian but not symmetric.

From here on the orbitals are real, so $G$ and $P$ are symmetric and $P$ is even in $\tau$. With $B_{r,ia}=\phi_i(r)\phi_a(r)$ and $\int e^{i\omega\tau}e^{-x|\tau|}d\tau=\frac1{x-i\omega}+\frac1{x+i\omega}=\frac{2x}{x^2+\omega^2}$, the transform of (2) is the Adler–Wiser sum

$$P(r,r',i\omega)=-4\sum_{ia}B_{r,ia}\,\frac{\Delta_{ia}}{\Delta_{ia}^2+\omega^2}\,B_{r',ia}.\tag{4}$$

The factor $1/(\xi_a-\xi_i\mp i\omega)$ is not a function of $a$ times a function of $i$, so (4) does not factorize as it stands, and evaluated directly it is a sum over pairs. The time points introduced below replace this factor by a short sum of separable terms, equation (12). The static limit confirms the sign and the factor 4: a potential $\delta V(r')$ changes $\phi_i$ at first order by $-\sum_a\phi_a\langle a|\delta V|i\rangle/\Delta_{ia}$ (mixing among occupied orbitals leaves the density unchanged), and $n=2\sum_i\phi_i^2$ changes by $4\sum_i\phi_i\delta\phi_i=\sum_{r'}P(r,r',0)\,\delta V(r')$.

**Screened interaction.** In the random-phase approximation the electrons respond through $P$ to the total potential, so a test charge is seen as $W=v+vPW$. Products here are matrix products over $r$ at a single frequency, since a convolution in time becomes a product in frequency. The correlation part is

$$W^c(i\omega)=[1-vP(i\omega)]^{-1}v-v=v\chi v,\qquad \chi=P+Pv\chi.\tag{5}$$

The time dependence of $W^c$ is needed next. Let $\tilde B=B\Delta^{1/2}$, with $\Delta$ the diagonal matrix of pair energies, $A=\omega^2+\Delta^2$ and $S=4\tilde B^Tv\tilde B$. Then (4) reads $P=-4\tilde BA^{-1}\tilde B^T$. The identity $(A+S)^{-1}=A^{-1}-A^{-1}S(A+S)^{-1}$, multiplied by $-4\tilde B$ on the left and $\tilde B^T$ on the right, shows that $\chi=-4\tilde B(A+S)^{-1}\tilde B^T$ solves (5). With the eigenvalue problem $(\Delta^2+S)Z_s=\Omega_s^2Z_s$ and $w_s=v\tilde BZ_s(2/\Omega_s)^{1/2}$,

$$W^c(i\omega)=-\sum_sw_sw_s^T\frac{2\Omega_s}{\Omega_s^2+\omega^2},\qquad W^c(\tau)=-\sum_sw_sw_s^Te^{-\Omega_s|\tau|}.\tag{6}$$

The matrix $\Delta^2+S$ has dimension $N_oN_v$, so diagonalizing it costs $N^6$. Equation (6) is used here for the range of the exponents $\Omega_s$. For a positive semidefinite $v$, $S$ is positive semidefinite, so $\Omega_s\ge\Delta_{\min}$. The largest eigenvalue of a sum of symmetric matrices is at most the sum of the largest eigenvalues, and $\tilde B^T(v\tilde B)$ has the same nonzero eigenvalues as $(v\tilde B)\tilde B^T=vM$, so

$$\Delta_{\min}^2\le\Omega_s^2\le\Delta_{\max}^2+4\lambda_{\max}(vM)\equiv\bar\Omega^2,\qquad M=B\Delta B^T=\rho_o\circ H_v-H_o\circ\rho_v.\tag{7}$$

Here $\circ$ is the elementwise product, $\rho_o=\sum_i\phi_i\phi_i^T$, $H_o=\sum_i\xi_i\phi_i\phi_i^T$, and likewise for the empty orbitals. The last form follows from $\Delta_{ia}=\xi_a-\xi_i$ by the factorization that led to (3), so the bound itself costs $N^3$.

**Self-energy.** The GW approximation is $\Sigma(r,r',\tau)=-G(r,r',\tau)W(r,r',\tau)$, again elementwise. The instantaneous part $v$, taken with $G(\tau\to0^-)=\rho_o$, gives $-\rho_o\circ v$, the Fock exchange, which fixes the sign. For the rest, (1) and (6) give, with $m_{nk}^s=\sum_r\phi_n\phi_kw_s$,

$$\Sigma^c_{nn}(\tau)=\begin{cases}-\sum_{as}(m^s_{na})^2e^{-(\xi_a+\Omega_s)\tau},&\tau>0,\\ +\sum_{is}(m^s_{ni})^2e^{-(|\xi_i|+\Omega_s)|\tau|},&\tau<0.\end{cases}\tag{8}$$

Every exponent $x=|\xi_k|+\Omega_s$ is at least $\frac32\Delta_{\min}$. The two-sided Laplace transform therefore converges for $|\mathrm{Re}\,z|<\frac32\Delta_{\min}$. With $-\int_0^\infty e^{(z-x)\tau}d\tau=1/(z-x)$ and $\int_{-\infty}^0e^{(z+x)\tau}d\tau=1/(z+x)$,

$$\Sigma^c_{nn}(z)=\int e^{z\tau}\Sigma^c_{nn}(\tau)\,d\tau=\sum_{ks}\frac{(m^s_{nk})^2}{z-\xi_k-\mathrm{sgn}(\xi_k)\,\Omega_s}.\tag{9}$$

The frontier levels start at $\pm\Delta_{\min}/2$, inside this strip, and the self-energy at these real energies follows from time data directly. The quasiparticle solution can move away from its start. On the chain of the worked example below, a Hartree reference with a constant local exchange has a gap of 2.25 eV, and its levels move to $-1.28\Delta_{\min}$ and $+1.22\Delta_{\min}$, inside the strip but beyond the range $|\mathrm{Re}\,z|<\Delta_{\min}$ covered by the error bound below. Outside the strip convergence is not guaranteed, and a common remedy is an analytic continuation from $z=i\omega$; it acts on one scalar function per state and adds a cost linear in $N$, but its accuracy is not controlled by the bounds derived here.

**Number of time points.** The scheme moves between time and frequency, and it is cubic if the number of points grows slowly with $N$. Measure energies in units of $\Delta_{\min}$. By (2), (6), (7) and (8), $P$, $W^c$ and $\Sigma^c$ are sums of exponentials $e^{-x|\tau|}$ with

$$1\le x\le R,\qquad R=(\max_n|\xi_n|+\bar\Omega)/\Delta_{\min}.\tag{10}$$

Write $e^{-x\tau}=e^{-\tau/2}e^{-y\tau}$ with $y=x-\frac12\in[\frac12,R-\frac12]$, and cover this range by $L=\lceil\log_2(2R-1)\rceil$ intervals $[b,2b]$. On one interval put $y=\frac32b+\frac14b(u+u^{-1})$. The circle $|u|=1$ maps onto the interval, and $|u|=\rho$ maps onto an ellipse whose leftmost point is $\frac32b-\frac14b(\rho+\rho^{-1})$. This point is $0$ for $\rho+\rho^{-1}=6$, that is $\rho=3+2\sqrt2=5.83$. On that ellipse $\mathrm{Re}\,y\ge0$, so $|e^{-y\tau}|\le1$ for every $\tau\ge0$. The Laurent series in $u$ is the Chebyshev series $\sum_la_l(\tau)T_l$, because $T_l=\frac12(u^l+u^{-l})$, and Cauchy's estimate on $|u|=\rho$ gives $|a_l|\le2\rho^{-l}$. Interpolation at the $p+1$ zeros of $T_{p+1}$ replaces each $T_l$ with $l>p$ by zero or by $\pm T_m$ with $m\le p$, a change of at most 2, so its error is at most

$$\epsilon=2\sum_{l>p}2\rho^{-l}=\frac{4\rho^{-p}}{\rho-1},\quad\text{uniformly in }\tau\text{ and }b.\tag{11}$$

Thus $e^{-y\tau}=\sum_{l=1}^kf_l(y)\,\alpha_l(\tau)+E$ with $|E|\le\epsilon$, where the $f_l$ are the $k=(p+1)L$ piecewise polynomials. Among all times $\tau\ge0$ choose $\tau_1,\dots,\tau_k$ to maximize $|\det\alpha_l(\tau_j)|$ (if all such determinants vanish, fewer functions suffice). The maximum exists because the $\alpha_l$ are combinations of the exponentials $e^{-y\tau}$ at the interpolation nodes, hence continuous and vanishing as $\tau\to\infty$. Solve $\alpha_l(\tau)=\sum_jc_j(\tau)\alpha_l(\tau_j)$. By Cramer's rule $c_j$ is the determinant with $\tau_j$ replaced by $\tau$ over the maximal one, so $|c_j|\le1$. Then $e^{-y\tau}-\sum_jc_je^{-y\tau_j}=E(\tau)-\sum_jc_jE(\tau_j)$ is at most $(k+1)\epsilon$ in size. Inserting this in $2x/(x^2+\omega^2)=2\int_0^\infty\cos(\omega\tau)e^{-\tau/2}e^{-y\tau}d\tau$ gives

$$\Big|\frac{2x}{x^2+\omega^2}-\sum_{j=1}^k\gamma_j(\omega)e^{-x\tau_j}\Big|\le4(k+1)\epsilon,\qquad k=(p+1)\lceil\log_2(2R-1)\rceil,\tag{12}$$

with $\gamma_j=2e^{\tau_j/2}\int_0^\infty\cos(\omega\tau)e^{-\tau/2}c_j\,d\tau$. The factor $e^{-\tau/2}$ was split off to make these integrals converge, and the times do not depend on $\omega$. Since (12) holds for every $x$ in range, it applies term by term to (2): $P(i\omega)\approx\sum_j\gamma_j(\omega)P(\tau_j)$. For (9) the target is $1/(x\mp z)$, and the same steps give the error $(k+1)\epsilon/(\frac12-|\mathrm{Re}\,z|)$. This bound diverges at $|\mathrm{Re}\,z|=\frac12$, where the frontier levels start; repeating the construction with $y=x-1$, allowed since $x\ge\frac32$ in (8), replaces $\frac12$ by $1$ and at most doubles the set of times. The bound takes $\Sigma^c(\tau_j)$ as exact and covers $|\mathrm{Re}\,z|<1$ only. Accuracy falls toward the edge of the strip: for the HOMO of the worked example at pivot threshold $\eta=10^{-5}$ (defined below), the error of $\Sigma^c(z)$ is $4\times10^{-7}$, $3\times10^{-5}$ and $8\times10^{-4}$ eV at $z=-0.5$, $-1.2$ and $-1.4$. By (11), $p$ grows as $\ln(1/\epsilon)$, so $N_\tau=O(\ln R\,\ln(1/\epsilon))$ at fixed interpolation error $\epsilon$. Keeping the error $4(k+1)\epsilon$ of (12) fixed instead adds only a term of order $\ln k$ to $p$.

**Number of frequencies.** The inverse transform is $e^{-x\tau}=\frac1\pi\int_0^\infty\frac{\cos\omega\tau}{1+\omega^2}\,g(x,\omega)\,d\omega$ with $g=(1+\omega^2)\,2x/(x^2+\omega^2)$. The poles of $g$ at $x=\pm i\omega$ call for a smaller ellipse. For $[b,2b]$ with $1\le b\le R$ take $\rho=2+\sqrt3$, with centre $\frac32b$ and semi-axes $b$ and $\frac{\sqrt3}2b$. The tangent from the origin has $\tan^2\theta=\frac34/(\frac94-1)=\frac35$, so $\cos2\theta=\frac14$ and $|x^2+\omega^2|\ge\frac14|x|^2+\omega^2\ge\frac1{16}+\omega^2$. With $|x|\le\frac52b$ this gives $|g|\le80R$. The argument leading to (12) then repeats, the weight $1/(1+\omega^2)$ being integrable. One detail changes: $g$ tends to $2x$, not to zero, as $\omega\to\infty$, so the largest determinant may only be approached. Frequencies whose determinant is at least half the supremum give $|c_j|\le2$, which suffices. Hence $N_\omega=O(\ln R\,\ln(R/\epsilon))$.

**Grids in practice.** The matrix $e^{-(x-1/2)\tau}$ is sampled at 500 geometrically spaced $x\in[1,R]$ and 600 geometrically spaced $\tau\in[10^{-3}/R,60]$. A column-pivoted QR factorization orders the columns, and those with pivots above a fraction $\eta$ of the first are kept. Frequencies come in the same way from $g$ on $\omega\in[10^{-2},30R]$, and all weights from least-squares fits over the sampled $x$. For $\eta=10^{-8}$ this gives $N_\tau=16,25,33,41$ at $R=10,10^2,10^3,10^4$, an increase of 8 or 9 points per decade of $R$. The left side of (12), maximized over a denser set of $x$ and over 41 frequencies from 0 to $30R$, stays at or below $2.3\times10^{-8}$, on a function whose largest value is 2. The inverse transform does not keep its accuracy at fixed $\eta$: the threshold is relative to the first pivot while $g$ reaches about $2R$, and with $N_\omega=15,23,30,36$ the error in $e^{-x\tau_j}$ is $7\times10^{-9}$, $6\times10^{-8}$, $6\times10^{-7}$ and $3\times10^{-5}$ at the same four $R$. At large $R$ the frequency threshold has to be tightened. The bound on $k$ at $\epsilon=10^{-8}$ needs $p=11$ and gives $12\times5=60$ at $R=10$ and $12\times15=180$ at $R=10^4$; it has the observed logarithmic form and lies about four times above the counts.

**How $R$ depends on size.** The largest $|\xi_n|$ is set by the grid spacing or the hopping, not by $N$. For $\bar\Omega$, note that $BB^T=\rho_o\circ\rho_v$ is a principal submatrix of the Kronecker product of two projectors and has norm at most 1. Hence $\lambda_{\max}(vM)\le\|v\|\Delta_{\max}\le N_rv_{\max}\Delta_{\max}$, and at fixed gap $\ln R$ grows no faster than $\frac12\ln N$; the point count is independent of $N$ when $\lambda_{\max}(vM)$ saturates. The gap decides the lower end, as two open tight-binding chains show, with $R$ taken as $\Delta_{\max}/\Delta_{\min}$ for $P$ alone. Alternating hoppings $t_1=3$ eV and $t_2=2$ eV (strong bonds at the ends) give bands $\pm|t_1+t_2e^{iq}|$, so $R\to(t_1+t_2)/(t_1-t_2)=5$. Diagonalization gives $R=4.73,4.98,5.00$ and $N_\tau=13,14,14$ for $N=40,160,640$ at $\eta=10^{-8}$. A uniform chain has $\varepsilon_m=-2t\cos[\pi m/(N+1)]$, a gap $4t\sin[\pi/(2N+2)]$ and a width near $4t$, so $R\approx2(N+1)/\pi$. The values are $R=26,102,408$ and $N_\tau=20,26,30$. A finite system whose gap closes as a power of $N$ pays a factor of about $\ln N$ in time points at fixed $\epsilon$. The error in (12) is measured in units of $1/\Delta_{\min}$, however, so at fixed $\epsilon$ it grows in eV⁻¹ as the gap closes: for the uniform chain at $\eta=10^{-4}$ the error of $P(0)$ rises from $7\times10^{-6}$ to $1.3\times10^{-4}$ eV⁻¹ in spectral norm between $N=40$ and $640$, while the norm of $P(0)$ rises only from 0.61 to 0.88 eV⁻¹. A fixed absolute error needs $\epsilon\propto\Delta_{\min}$, and the bounds then give at most of order $\ln^2N$ points in both time and frequency; with $\eta\propto\Delta_{\min}$ the counts are $N_\tau=10,15,20$ instead of $10,12,14$. If the gap is zero, (3) still holds, but the exponents reach zero, $R$ is infinite and (12) gives nothing.

**Cost.** In multiply-adds, each step is a matrix product or the solution of a linear system at fixed time or frequency, or an elementwise operation.

| Step | Equation | Cost |
|---|---|---|
| pair sum | (4) | $N_\omega N_r^2N_oN_v$ |
| $G(\pm\tau_j)$ | (1) | $N_\tau N_r^2(N_o+N_v)$ |
| products | (3), (8) | $N_\tau N_r^2$ each |
| transforms | (12) | $N_\tau N_\omega N_r^2$ each |
| $W^c$ | (5) | $\sim N_\omega N_r^3$ |
| $\Sigma^c_{nn}$, all $n$ | (8) | $2N_\tau N_r^2(N_o+N_v)$ |

The first row is the quartic step, and the next three replace it. The last row is the matrix product $\Sigma^c(\pm\tau_j)\phi_n$ for all $n$ and both signs of time, followed by $N$ scalar products for each sign. No remaining step exceeds $N^3$ per point, so the total is $O((N_\tau+N_\omega)N^3)$. At equal point counts the leading ratio for $P$ is $N_oN_v/(N_o+N_v)$, or $N/4$ for $N_r=N$ and $N_o=N_v=N/2$. For $N=1000$ and 20 points of each kind the pair sum takes $20\times10^6\times500^2=5.00\times10^{12}$ operations, against $20\times10^9+20\times10^6+400\times10^6=2.04\times10^{10}$, a ratio of 245. The price is memory: $N_\tau N_r^2$ numbers per quantity, here $8\times20\times10^6$ bytes, or 160 MB.

Wall times were measured for the alternating chain; they vary from run to run. The sum (2) at one time point took 0.0075, 0.042 and 0.20 s for $N=140,220,340$, a fitted exponent of 3.7. One full point (both $G$, the product, one solution of (5) and the diagonal of $\Sigma$) took 0.0066, 0.046 and 0.24 s for $N=250,500,1000$, an exponent of 2.6. Both lie below the counted 4 and 3, so these sizes do not show the asymptotic powers. At $N=340$ the product (3), including the construction of both $G$, took 0.0024 s, a speed-up of about 85. That this equals $N/4$ is accidental, since operation counts do not fix wall times so closely.

**Where the product fails.** Equation (3) is elementwise because the density is diagonal in $r$. In a basis $\chi_\mu$ one has $G(r,r')=\sum\chi_\mu(r)G_{\mu\nu}\chi_\nu(r')$, and projecting $P$ on auxiliary functions $\beta,\beta'$ with $C^\beta_{\mu\lambda}=\sum_r\beta\chi_\mu\chi_\lambda$ gives

$$P_{\beta\beta'}(\tau)=2\sum_{\mu\nu\lambda\sigma}C^\beta_{\mu\lambda}\,G_{\mu\nu}(\tau)\,G_{\sigma\lambda}(-\tau)\,C^{\beta'}_{\nu\sigma}.\tag{13}$$

For dense $C$ the first contraction, $\sum_\mu C^\beta_{\mu\lambda}G_{\mu\nu}$, runs over four indices and is quartic. The gain survives if each $\beta$ overlaps a size-independent number of pairs $(\mu,\lambda)$, which makes (13) quadratic, or if $C$ is factorized through grid points, which returns to (3). Imaginary time removes the energy denominator; locality in space is a separate requirement.

**Worked example.** Take a straight chain of $N=24$ sites, 1.5 Å apart, with 24 electrons and round model parameters: hoppings $-3$ and $-2$ eV on alternate bonds, $-0.5$ eV between second neighbours (which removes the mirror symmetry between occupied and empty levels), and the Ohno interaction $v_{rs}=U/[1+(Ud_{rs}/e^2)^2]^{1/2}$ with $U=10$ eV, $e^2=14.40$ eV Å and $d_{rs}$ the distance. The reference is restricted Hartree–Fock, iterated to self-consistency with the density matrix $D=2\rho_o$: $F_{rs}=h_{rs}-\frac12D_{rs}v_{rs}$ for $r\ne s$ and $F_{rr}=\frac12U(D_{rr}-1)+\sum_{s\ne r}v_{rs}(D_{ss}-1)$. The exchange part of $\Sigma$ is already in $F$, so the quasiparticle equation is $E_n=\xi_n+\Sigma^c_{nn}(E_n)$, solved by fixed-point iteration.

The frontier levels are $-2.910$ and $4.796$ eV, so $\Delta_{\min}=7.706$ eV and $\mu=0.943$ eV. With $\Delta_{\max}=17.530$ eV and $\lambda_{\max}(vM)=24.18$ eV², (7) gives $\bar\Omega=(307.3+96.7)^{1/2}=20.10$ eV. With $\max|\xi_n|=10.702$ eV, (10) gives $R=(10.702+20.101)/7.706=4.00$. The system has 144 pairs, few enough to diagonalize $\Delta^2+S$; the $\Omega_s$ run from 7.887 to 17.836 eV, inside the limits 7.706 and 20.10 eV. The pole sum (9) then supplies the same G0W0 energies with no time or frequency grid. The larger of the two frontier-level deviations of the space-time result from it is:

| $\eta$ | $N_\tau$ | $N_\omega$ | deviation (eV) |
|---|---|---|---|
| $10^{-3}$ | 5 | 5 | $2.9\times10^{-4}$ |
| $10^{-5}$ | 8 | 7 | $4.8\times10^{-7}$ |
| $10^{-7}$ | 11 | 10 | $1.8\times10^{-9}$ |
| $10^{-11}$ | 17 | 15 | $4\times10^{-13}$ |

$N_\tau$ rises by 3 for every two decades of $\eta$, consistent with (11), which allows at most linear growth in $\ln(1/\epsilon)$. One set of times, built with $y=x-\frac12$, served all transforms, including (9). Five points already place both levels within 0.3 meV of the pole sum in this model, where $R$ is small. The static element $P(12,12,0)$ is $-0.0786$ eV⁻¹, the value also obtained by adding $\pm10^{-4}$ eV to $F_{12,12}$, rediagonalizing without self-consistency and differencing the density, as the static limit of (4) requires.

The converged levels are

$$\varepsilon^{QP}_{\rm HOMO}=-2.910+0.082=-2.828\ \text{eV},\qquad\varepsilon^{QP}_{\rm LUMO}=4.796-0.119=4.677\ \text{eV},$$

so the gap is 7.505 eV (0.2758 hartree), 0.201 eV below the Hartree–Fock gap. Measured from $\mu$ the levels lie at $-3.77$ and $+3.73$ eV, well inside the strip $|z|<\frac32\times7.706=11.56$ eV. In this strip the occupied terms of (9) are positive and the empty terms negative, so the computed signs mean that occupied terms outweigh empty ones for the HOMO and the reverse holds for the LUMO. The weights $Z=(1-\partial\Sigma^c/\partial z)^{-1}$, from central differences with a step of 0.01 eV, are 0.968 and 0.967. The derivative of every term of (9) is negative, so $0<Z\le1$, and about 3% of the spectral weight of each level lies outside its quasiparticle peak.

On this chain the failure of (3) in another basis can be sized. After a random orthogonal rotation of the 24 sites, the elementwise product of the rotated Green's functions at $\tau=0.1$ eV⁻¹ differs from the rotated $P$ by 71% of its Frobenius norm; over 300 random rotations the figure ranges from 64% to 77%.

The agreement in the table concerns two evaluations of one approximation. Both are single-shot GW on Hartree–Fock with the diagonal self-energy; both omit vertex corrections, self-consistency in $G$ and $W$, and off-diagonal elements of $\Sigma^c$, and neither is the solution of the interacting chain.
